**g factors of a J = 1 Omega-doublet in an electric field**

For a molecular level with J = |Omega| = 1 in parallel fields, the program tests g_upper − g_lower = −(3/20) G (DE/B_r)(DE/S), with S = √(Δ² + (DE)²) and DE, Δ ≪ B_r. Here D is the dipole along the molecular axis, E the electric field, B_r the rotational constant, Δ the zero-field doublet splitting and G the strength of the magnetic moment tied to the axis. The program obtains the rotor matrix elements by quadrature over Wigner functions, diagonalizes the Hamiltonian up to J = 6, and takes g from the M = ±1 splitting. It asserts agreement with the formula within 1% from 1 to 400 V/cm, and that the difference vanishes when only J = 1 is kept. It also asserts the axis alignment, the J = 2 amplitude, the common quadratic shift and the fading of a zero-field g difference. The output shows the passage from a quadratic to a linear difference, which reaches −0.00452 at 100 V/cm for the chosen model parameters. At that field, comparing the two components suppresses the false signal of a magnetic field that reverses with E by a factor of about 438.

## Check in Python

```python
"""Omega-doublet g factors of a J=1, |Omega|=1 level in parallel E and B.

Result under test (x = D*E/Brot, d = Delta/Brot, s = sqrt(d^2+x^2)):
    g_upper - g_lower = -(3/20) * G * x * (x/s),   x, d << 1
which is linear in E when x >> d and quadratic when x << d.
D: dipole along the axis n; Brot: rotational constant; Delta: J=1 doublet
splitting; G: body-fixed magnetic parameter (moment term G*Omega*n_z);
gR: coefficient of J_z; delta: zero-field g_upper - g_lower.
Energies inside the program are in units of Brot; b = mu_B*B/Brot.
"""
from math import factorial, sqrt
import numpy as np
from scipy import constants as const

JTOP = 6
nodes, weights = np.polynomial.legendre.leggauss(40)
theta = np.arccos(nodes)


def wigner_d(J, M, Om):
    """Wigner d^J_{M,Om}(theta) from its explicit finite sum."""
    pref = sqrt(factorial(J + M) * factorial(J - M)
                * factorial(J + Om) * factorial(J - Om))
    total = np.zeros_like(theta)
    for k in range(max(0, Om - M), min(J + Om, J - M) + 1):
        den = (factorial(J + Om - k) * factorial(k)
               * factorial(M - Om + k) * factorial(J - M - k))
        total += ((-1) ** (M - Om + k) / den
                  * np.cos(theta / 2) ** (2 * J + Om - M - 2 * k)
                  * np.sin(theta / 2) ** (M - Om + 2 * k))
    return pref * total


def axis_matrix(M, Om):
    """Matrix of n_z = cos(theta) for J = 1..JTOP by quadrature."""
    f = np.array([sqrt((2 * J + 1) / 2) * wigner_d(J, M, Om)
                  for J in range(1, JTOP + 1)])
    assert np.allclose((f * weights) @ f.T, np.eye(JTOP), atol=1e-11)
    return (f * weights * nodes) @ f.T


NZ = {(M, Om): axis_matrix(M, Om) for M in (1, -1) for Om in (1, -1)}


def hamiltonian(M, x, d, b, G, gR, delta=0.0, jmax=JTOP):
    J = np.arange(1, jmax + 1)
    rot = np.diag(J * (J + 1.0))
    unit = np.eye(jmax)
    blocks = []
    for Om in (1, -1):
        nz = NZ[M, Om][:jmax, :jmax]
        blocks.append(rot + (-x + b * G * Om) * nz + b * gR * M * unit)
    couple = d * rot / 4 + b * M * delta / 2 * unit
    return np.block([[blocks[0], couple], [couple, blocks[1]]])


def g_pair(x, d, G, gR, delta=0.0, jmax=JTOP):
    """(g_lower, g_upper) from the M=+1 / M=-1 energy splitting."""
    b = 1e-4
    plus, minus = (np.linalg.eigvalsh(
        hamiltonian(M, x, d, b, G, gR, delta, jmax))[:2] for M in (1, -1))
    return (plus - minus) / (2 * b)


def difference_formula(x, d, G, delta=0.0):
    s = np.hypot(x, d)
    return -3 / 20 * G * x * x / s + delta * d / s


# Rotor matrix elements: quadrature against closed forms
for (M, Om), nz in NZ.items():
    assert abs(nz[0, 0] - M * Om / 2) < 1e-11
    assert abs(nz[1, 1] - M * Om / 6) < 1e-11
    assert abs(nz[0, 1] - sqrt(3 / 20)) < 1e-11
    assert np.max(np.abs(nz[0, 2:])) < 1e-11

# Model parameters
h, muB = const.h, const.physical_constants["Bohr magneton"][0]
debye = 1e-21 / const.c
Brot_GHz, D_debye, Delta_MHz = 10.0, 3.0, 10.0
G, gR = 2.0, -0.01
stark_MHz = D_debye * debye * 100 / h / 1e6   # D*(1 V/cm)/h
x1 = stark_MHz / (Brot_GHz * 1e3)
d = Delta_MHz / (Brot_GHz * 1e3)

# Fully polarized doublet: linear difference and quadratic common shift
for x in (0.01, 0.03, 0.1):
    lo, up = g_pair(x, 0.0, G, gR)
    assert abs((up - lo) / (-3 / 20 * G * x) - 1) < 0.01
lo, up = g_pair(0.1, 0.0, G, gR)
common = (lo + up) / 2 - G / 2 - gR
common_formula = -3 / 320 * G * 0.1 ** 2
assert abs(common / common_formula - 1) < 0.03   # next order is x^2

# The J_z term leaves the difference unchanged
l2, u2 = g_pair(0.1, 0.0, G, 0.3)
assert abs((u2 - l2) - (up - lo)) < 1e-8

print(f"Rotational constant Brot/h = {Brot_GHz:.1f} GHz")
print(f"Dipole D = {D_debye:.1f} debye")
print(f"J=1 doublet splitting Delta/h = {Delta_MHz:.1f} MHz")
print(f"G = {G:.2f}, gR = {gR:.3f} (no unit)")
print(f"D*E/h per V/cm = {stark_MHz:.4f} MHz")
print(f"Field where D*E = Delta: {Delta_MHz / stark_MHz:.3f} V/cm")
print(f"Field where D*E = Brot: {1 / x1:.0f} V/cm")
print(f"Squared n_z element J=1 to 2 (quadrature) = {NZ[1, 1][0, 1]**2:.6f}")
print(f"Polarized slope of g_up-g_low = {-0.15 * G * x1:.4e} per V/cm")
print(f"Common g shift at DE/Brot=0.1: numeric {common:.4e},"
      f" formula {common_formula:.4e}")

print("E (V/cm) | DE/S | g_lower | g_upper | difference | formula")
for E in (1, 2, 5, 10, 20, 50, 100, 200, 400):
    x = x1 * E
    lo, up = g_pair(x, d, G, gR)
    pred = difference_formula(x, d, G)
    assert abs((up - lo) / pred - 1) < 0.01
    print(f"{E:4d} | {x / np.hypot(x, d):.4f} | {lo:.6f} | {up:.6f}"
          f" | {up - lo:.4e} | {pred:.4e}")

# Cause: remove J=2, then restore it alone
E = 100.0
x = x1 * E
diffs = {}
for jmax in (1, 2, JTOP):
    lo, up = g_pair(x, d, G, gR, jmax=jmax)
    diffs[jmax] = up - lo
assert abs(diffs[1]) < 1e-8
assert abs(diffs[2] / diffs[JTOP] - 1) < 1e-3
print(f"At {E:.0f} V/cm: DE/h = {stark_MHz * E:.2f} MHz, DE/Brot = {x:.5f}")
print(f"g difference, J=1 only: {abs(diffs[1]):.1e} (rounding level)")
print(f"g difference, J=1 and 2: {diffs[2]:.6e}")
print(f"g difference, J=1 to {JTOP}: {diffs[JTOP]:.6e}")

# Alignment of the axis and J=2 admixture, M=+1, no magnetic field
vals, vecs = np.linalg.eigh(hamiltonian(1, x, d, 0.0, G, gR))
zero = np.zeros((JTOP, JTOP))
nz_full = np.block([[NZ[1, 1], zero], [zero, NZ[1, -1]]])
omega = np.diag(np.repeat([1.0, -1.0], JTOP))
pol = x / np.hypot(x, d)
g_both = g_pair(x, d, G, gR)
for i, (name, sign) in enumerate((("lower", 1), ("upper", -1))):
    v = vecs[:, i]
    align = v @ nz_full @ v
    align_formula = sign * pol / 2 + 3 / 40 * x
    mean_omega = v @ omega @ v
    amp = sqrt(v[1] ** 2 + v[JTOP + 1] ** 2)
    amp_formula = sqrt(3 / 20) * x / 4
    assert abs(align - align_formula) < 1e-5
    assert abs(mean_omega - sign * pol) < 1e-4
    assert abs(amp / amp_formula - 1) < 0.01
    assert abs(G * (v @ omega @ nz_full @ v) + gR - g_both[i]) < 1e-7
    print(f"{name}: <n_z> = {align:.6f}, formula {align_formula:.6f};"
          f" <Omega> = {mean_omega:.5f}")
    print(f"{name}: J=2 amplitude {amp:.4e}, formula {amp_formula:.4e}")
print(f"Alignment added by J=2, (3/40)DE/Brot = {3 / 40 * x:.6f}")

# A zero-field g difference fades with polarization
delta = 1e-3
print(f"With zero-field g difference delta = {delta:.1e}:")
for E2 in (0.0, 10.0, 100.0):
    lo, up = g_pair(x1 * E2, d, G, gR, delta)
    pred = difference_formula(x1 * E2, d, G, delta)
    assert abs(up - lo - pred) < 5e-6
    print(f"  {E2:5.0f} V/cm: numeric {up - lo:.4e}, formula {pred:.4e}")

# Remnant of a magnetic field that reverses with E
B_rev_pT = 10.0
split = 2 * g_both * muB * B_rev_pT * 1e-12 / h
remnant = (split[1] - split[0]) / 2
print(f"Reversing magnetic field = {B_rev_pT:.0f} pT, at {E:.0f} V/cm")
print(f"Mean false splitting = {split.mean() * 1e3:.3f} mHz")
print(f"Half difference upper-lower = {remnant * 1e3:.4f} mHz")
print(f"Suppression factor = {abs(split.mean() / remnant):.0f}")
print("all good")
```

Printed output:

```
Rotational constant Brot/h = 10.0 GHz
Dipole D = 3.0 debye
J=1 doublet splitting Delta/h = 10.0 MHz
G = 2.00, gR = -0.010 (no unit)
D*E/h per V/cm = 1.5102 MHz
Field where D*E = Delta: 6.621 V/cm
Field where D*E = Brot: 6621 V/cm
Squared n_z element J=1 to 2 (quadrature) = 0.150000
Polarized slope of g_up-g_low = -4.5307e-05 per V/cm
Common g shift at DE/Brot=0.1: numeric -1.8747e-04, formula -1.8750e-04
E (V/cm) | DE/S | g_lower | g_upper | difference | formula
   1 | 0.1493 | 0.990003 | 0.989997 | -6.7657e-06 | -6.7657e-06
   2 | 0.2891 | 0.990013 | 0.989987 | -2.6201e-05 | -2.6201e-05
   5 | 0.6026 | 0.990068 | 0.989932 | -1.3651e-04 | -1.3651e-04
  10 | 0.8338 | 0.990189 | 0.989811 | -3.7776e-04 | -3.7776e-04
  20 | 0.9493 | 0.990430 | 0.989570 | -8.6022e-04 | -8.6022e-04
  50 | 0.9913 | 0.991122 | 0.988876 | -2.2457e-03 | -2.2457e-03
 100 | 0.9978 | 0.992256 | 0.987735 | -4.5208e-03 | -4.5208e-03
 200 | 0.9995 | 0.994511 | 0.985455 | -9.0565e-03 | -9.0564e-03
 400 | 0.9999 | 0.998992 | 0.980871 | -1.8121e-02 | -1.8120e-02
At 100 V/cm: DE/h = 151.02 MHz, DE/Brot = 0.01510
g difference, J=1 only: 7.8e-12 (rounding level)
g difference, J=1 and 2: -4.520801e-03
g difference, J=1 to 6: -4.520811e-03
lower: <n_z> = 0.500038, formula 0.500040; <Omega> = 0.99781
lower: J=2 amplitude 1.4605e-03, formula 1.4623e-03
upper: <n_z> = -0.497773, formula -0.497775; <Omega> = -0.99781
upper: J=2 amplitude 1.4641e-03, formula 1.4623e-03
Alignment added by J=2, (3/40)DE/Brot = 0.001133
With zero-field g difference delta = 1.0e-03:
      0 V/cm: numeric 1.0000e-03, formula 1.0000e-03
     10 V/cm: numeric 1.7433e-04, formula 1.7433e-04
    100 V/cm: numeric -4.4547e-03, formula -4.4547e-03
Reversing magnetic field = 10 pT, at 100 V/cm
Mean false splitting = 277.124 mHz
Half difference upper-lower = -0.6327 mHz
Suppression factor = 438
all good
```
